# Comment on ranking abrasive particles by zeta potential from electrophoretic mobility: a program that tests the result

```python
"""
Electrophoretic mobility of a charged sphere has a maximum in zeta potential.
Result under test (1:1 electrolyte, zeta > 0, thin double layer):
  M = 2*[ln((1+v)/2)/(1+delta) - ln((1+1/v)/2)],
  delta = 2*(1+2*m)*(v-1)/ka,  v = exp(y0/2),  y0 = e*zeta/kT.
M: mobility in units eps*kT/(eta*e); ka: radius / Debye length;
m: ion drag eps*(kT)^2/(eta*e^2*D); counter-ions are the anions.
The independent road is a spectral solution of the full linearized
Poisson-Boltzmann / ion transport / Stokes equations, lengths in Debye lengths.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expn

OUTER = 25.0  # thickness of the computed shell, Debye lengths


def chebyshev(n):
    """Nodes on [0, 1] (wall first) and the differentiation matrix."""
    k = np.arange(n + 1)
    x = np.cos(np.pi * k / n)
    c = np.ones(n + 1)
    c[0] = c[-1] = 2.0
    c = c * (-1.0) ** k
    diff = x[:, None] - x[None, :] + np.eye(n + 1)
    d = (c[:, None] / c[None, :]) / diff
    d -= np.diag(d.sum(axis=1))
    return (1 - x) / 2, -2 * d


def full_solution(ka, y0, m_counter, m_co, relax=True, stern=0.0, n=60):
    """stern: Stern-layer conduction / diffuse-layer conduction (no flow)."""
    t, dt = chebyshev(n)
    b = 2 * np.exp(-y0 / 2)
    s = np.log(1 + OUTER / b)
    dist = b * np.expm1(s * t)
    D = dt / (b * s * np.exp(s * t))[:, None]
    rho = ka + dist
    # equilibrium potential by Newton iteration, planar profile as start
    y = 4 * np.arctanh(np.tanh(y0 / 4) * np.exp(-dist))
    lap = D @ D + (2 / rho)[:, None] * D
    for _ in range(40):
        res = lap @ y - np.sinh(y)
        jac = lap - np.diag(np.cosh(y))
        res[0] = y[0] - y0
        jac[0] = 0.0
        jac[0, 0] = 1.0
        decay = 1 + 1 / rho[-1]
        res[-1] = D[-1] @ y + decay * y[-1]
        jac[-1] = D[-1]
        jac[-1, -1] += decay
        step = np.linalg.solve(jac, -res)
        y = y + step
        if np.max(np.abs(step)) < 1e-6:
            break
    else:
        raise AssertionError("equilibrium potential did not converge")
    dy = D @ y
    # unknowns: counter-ion (potential, flux), co-ion (potential, flux),
    # vorticity w and its slope q, flow function H and its slope p
    N = n + 1
    A = np.zeros((8 * N, 8 * N))
    rhs = np.zeros(8 * N)
    W, Q, H, P = 4, 5, 6, 7

    def put(i, j, matrix):
        A[i * N:(i + 1) * N, j * N:(j + 1) * N] = matrix

    for k, (z, m) in enumerate(((-1, m_counter), (1, m_co))):
        pot, flux = 2 * k, 2 * k + 1
        boltz = np.exp(-z * y)
        dens = boltz if relax else np.ones(N)
        put(pot, pot, D)
        put(pot, flux, -np.diag(1 / (rho**2 * dens)))
        put(flux, flux, D)
        put(flux, pot, -np.diag(2 * dens))
        if relax:
            put(flux, H, np.diag(2 * m * dens * rho * dy))
        wall = flux * N
        A[wall] = 0.0
        A[wall, flux * N] = 1.0
        if z == -1:
            A[wall, pot * N] = -2 * stern * 2 * np.expm1(y0 / 2)
        far = pot * N + n
        A[far] = 0.0
        A[far, flux * N + n] = 1 / (rho[-1] * dens[-1])
        A[far, pot * N + n] = 2.0
        rhs[far] = 3 * rho[-1]
        put(Q, pot, np.diag(0.5 * dy / rho * boltz))
    eye = np.eye(N)
    put(W, W, D)
    put(W, Q, -eye)
    put(Q, Q, D + np.diag(2 / rho))
    put(Q, W, -np.diag(2 / rho**2))
    put(H, H, D)
    put(H, P, -eye)
    put(P, P, D + np.diag(2 / rho))
    put(P, H, -np.diag(2 / rho**2))
    put(P, W, -eye)
    for block, node in ((W, n), (Q, n), (H, 0), (P, 0)):
        A[block * N + node] = 0.0
        A[block * N + node, block * N + node] = 1.0
    scale = np.abs(A).max(axis=1)
    u = np.linalg.solve(A / scale[:, None], rhs / scale).reshape(8, N)
    dip = [(u[i, -1] - rho[-1]) * rho[-1]**2 / ka**3 for i in (0, 2)]
    return {"M": 2 / 3 * (u[P, -1] + 2 * u[H, -1] / rho[-1]),
            "g": 2 * u[0, 0] / (3 * ka), "dipole": dip, "slope": -dy[0]}


def thin_delta(ka, y0, m, stern=0.0):
    return 2 * (1 + 2 * m + stern) * np.expm1(y0 / 2) / ka


def thin_mobility(ka, y0, m, stern=0.0):
    v = np.exp(y0 / 2)
    delta = thin_delta(ka, y0, m, stern)
    return 2 * (np.log((1 + v) / 2) / (1 + delta) - np.log((1 + 1 / v) / 2))


# ---- physical parameters of the example (round, rough typical values)
T, eps_r, eta, D_ion = 298.15, 78.5, 0.89e-3, 2.0e-9
radius, salt = 150e-9, 1.0  # m, mol/m^3 (= mM)
eps = eps_r * sc.epsilon_0
VT = sc.k * T / sc.e
n_inf = salt * sc.N_A
debye = np.sqrt(eps * VT / (2 * sc.e * n_inf))
ka = radius / debye
unit = eps * VT / eta * 1e4 / 1e-4  # mobility unit in 1e-4 cm2/Vs
m = eps * VT**2 / (eta * D_ion)

# ---- planar double-layer integrals by quadrature of the potential profile
y0 = 4.0
v = np.exp(y0 / 2)
x = 0.1 * np.expm1(np.linspace(0, np.log(1 + 35 / 0.1), 200001))
prof = 4 * np.arctanh(np.tanh(y0 / 4) * np.exp(-x))
ex_c, ex_o = np.expm1(prof), np.expm1(-prof)
cum = cumulative_trapezoid(ex_c, x, initial=0)
tail = cum[-1] - cum
I_c, I_o = trapezoid(x * ex_c, x), trapezoid(x * ex_o, x)
assert abs(cum[-1] - 2 * (v - 1)) < 1e-5
assert abs(I_c - 4 * np.log((1 + v) / 2)) < 1e-5
assert abs(I_o - 4 * np.log((1 + 1 / v) / 2)) < 1e-5
assert abs(I_c + I_o - 8 * np.log(np.cosh(y0 / 4))) < 1e-5
conv = 8 * (v - 1 - 2 * np.log((1 + v) / 2))
assert abs(trapezoid(tail**2, x) - conv) < 1e-4

# ---- full solver: low-zeta limit (Henry function) and resolution
henry = 1 - np.exp(ka) * (5 * expn(7, ka) - 2 * expn(5, ka))
low = full_solution(ka, 0.01, m, m)["M"] / 0.01
assert abs(low / henry - 1) < 1e-4
coarse = full_solution(ka, 6.0, m, m)["M"]
fine = full_solution(ka, 6.0, m, m, n=84)["M"]
assert abs(coarse / fine - 1) < 1e-5

# ---- thin-layer formula is the limit of the full equations at delta = 1
limit_rows = []
for big in (1e2, 1e3, 1e4):
    yy = 2 * np.log(1 + big / (2 * (1 + 2 * m)))
    sol = full_solution(big, yy, m, m, n=90)
    limit_rows.append((big, yy, sol["M"], thin_mobility(big, yy, m), sol["g"]))
errors = [abs(r[2] / r[3] - 1) for r in limit_rows]
assert errors[0] > errors[1] > errors[2] and errors[2] < 2e-3
assert abs(limit_rows[-1][4] - 0.5) < 5e-3
with_stern = full_solution(1e4, yy, m, m, stern=0.5, n=90)["M"]
assert abs(with_stern / thin_mobility(1e4, yy, m, 0.5) - 1) < 3e-3

# ---- counter-ion drag matters, co-ion drag hardly does
yy = limit_rows[1][1]
base = limit_rows[1][2]
slow_counter = full_solution(1e3, yy, 2 * m, m, n=90)["M"] - base
slow_co = full_solution(1e3, yy, m, 2 * m, n=90)["M"] - base
assert slow_counter < 0 and abs(slow_co) < 0.1 * abs(slow_counter)

# ---- one maximum only, and approach to 2 ln 2 from above, for alpha < 1/2
for alpha in (0.01, 0.1, 0.3, 0.49):
    curve = thin_mobility(2 * (1 + 2 * m) / alpha,
                          np.linspace(0, 28, 3000), m)
    rising = np.diff(curve) > 0
    assert rising[0] and np.count_nonzero(rising[1:] != rising[:-1]) == 1
    assert curve[-1] > 2 * np.log(2) and curve[-1] - 2 * np.log(2) < 0.01

# ---- stationarity condition against direct maximization
alpha = 2 * (1 + 2 * m) / ka
assert alpha < 0.5


def stationarity(y):
    w = np.exp(y / 2)
    d = alpha * (w - 1)
    return (1 + d) * (1 + w + d) / (w * (1 + w)) - alpha * np.log((1 + w) / 2)


thin_peak = brentq(stationarity, 0.1, 20)
direct = minimize_scalar(lambda y: -thin_mobility(ka, y, m),
                         bounds=(0.5, 15), method="bounded",
                         options={"xatol": 1e-8})
assert abs(thin_peak - direct.x) < 1e-4

# ---- worked example: curve, maximum, pair of zeta potentials


def full_M(y, **kw):
    return full_solution(ka, y, m, m, **kw)["M"]


zetas = np.arange(25, 226, 25)
relaxed = np.array([full_M(q * 1e-3 / VT) for q in zetas])
frozen = np.array([full_M(q * 1e-3 / VT, relax=False) for q in zetas])
up = np.diff(relaxed) > 0
assert up[0] and not up[-1] and np.count_nonzero(up[1:] != up[:-1]) == 1
assert np.all(np.diff(frozen) > 0)
best = minimize_scalar(lambda y: -full_M(y), bounds=(2.5, 9),
                       method="bounded", options={"xatol": 1e-5})
y_peak, M_peak = best.x, -best.fun
y_low = 0.080 / VT
M_low = full_M(y_low)
y_high = brentq(lambda y: full_M(y) - M_low, y_peak, 11, xtol=1e-8)
assert y_low < y_peak < y_high
assert abs(full_M(y_high, n=84) / full_M(y_low, n=84) - 1) < 1e-5

mV = VT * 1e3
print(f"temperature {T:.2f} K, thermal voltage {mV:.2f} mV")
print(f"relative permittivity {eps_r}, viscosity {eta*1e3:.2f} mPa s")
print(f"radius {radius*1e9:.0f} nm, salt {salt:.1f} mM, "
      f"ion diffusivity {D_ion*1e4:.1e} cm2/s")
print(f"Debye length {debye*1e9:.2f} nm, ka = {ka:.2f}")
print(f"ion drag m = {m:.4f}, alpha = {alpha:.4f}")
print(f"mobility unit eps kT/(eta e) = {unit:.3f} e-4 cm2/Vs")
print(f"Henry factor at this ka {henry:.4f}, full solver {low:.4f}")
print("thin-layer limit at delta = 1 (M dimensionless):")
for r, err in zip(limit_rows, errors):
    print(f" ka {r[0]:.0f}, y0 {r[1]:.2f}: full {r[2]:.4f}, "
          f"formula {r[3]:.4f}, rel. diff. {err:.1e}")
print(f"ka 1000: doubling counter-ion drag changes M by {slow_counter:.4f}, "
      f"co-ion drag by {slow_co:.4f}")
print("mobility in 1e-4 cm2/Vs: full | thin formula | relaxation off")
for q, a1, a2 in zip(zetas, relaxed, frozen):
    th = thin_mobility(ka, q * 1e-3 / VT, m)
    print(f" zeta {q:3d} mV: {a1*unit:.3f} | {th*unit:.3f} | {a2*unit:.3f}")
print(f"maximum, full: zeta {y_peak*mV:.1f} mV, "
      f"mobility {M_peak*unit:.3f} e-4 cm2/Vs")
print(f"maximum, thin formula: zeta {thin_peak*mV:.1f} mV, "
      f"mobility {thin_mobility(ka, thin_peak, m)*unit:.3f} e-4 cm2/Vs")
print(f"thin-layer plateau 2 ln 2: {2*np.log(2)*unit:.3f} e-4 cm2/Vs")
print(f"shared mobility {M_low*unit:.3f} e-4 cm2/Vs: "
      f"zeta {y_low*mV:.1f} mV and {y_high*mV:.1f} mV")
print(f"Smoluchowski reading of that mobility {M_low*mV:.1f} mV")
charges = []
for name, yy in (("low", y_low), ("high", y_high)):
    sol = full_solution(ka, yy, m, m)
    sigma = eps * VT / debye * sol["slope"]
    charges.append(sigma)
    d = thin_delta(ka, yy, m)
    field = (1 + 1 / (1 + d)) / 2
    electro = field * yy
    diffusio = -(1 - 1 / (1 + d)) / 2 * 4 * np.log(np.cosh(yy / 4))
    assert abs(electro + diffusio - thin_mobility(ka, yy, m)) < 1e-10
    print(f"{name} root: surface charge {sigma*100:.2f} uC/cm2, "
          f"delta {d:.3f}, current dipole {np.mean(sol['dipole']):.3f}")
    print(f" counter-ion gradient factor: full {sol['g']:.3f}, "
          f"thin {1/(1+d):.3f}; thin field factor {field:.3f}")
    print(f" thin split: electro-osmotic {electro*unit:.3f}, "
          f"diffusio-osmotic {diffusio*unit:.3f} e-4 cm2/Vs")
print("current dipole of an uncharged insulator: "
      f"{np.mean(full_solution(ka, 1e-4, m, m)['dipole']):.3f}")

# ---- sizes of neglected effects
stern_best = minimize_scalar(lambda y: -full_M(y, stern=0.5),
                             bounds=(1.5, 9), method="bounded",
                             options={"xatol": 1e-4})
print("Stern conduction at half the diffuse-layer conduction: maximum at "
      f"{stern_best.x*mV:.1f} mV, {-stern_best.fun*unit:.3f} e-4 cm2/Vs")
for name, yy in (("low", y_low), ("high", y_high)):
    change = full_M(yy, stern=0.5) / M_low - 1
    print(f" same Stern conduction, {name} root: mobility {change*100:+.1f} %")
wall = salt * 1e-3 * np.exp(y_high)
packed = 1e-3 / (sc.N_A * (0.6e-9)**3)
print(f"wall counter-ions at high root {wall:.3f} M, "
      f"{100*wall/packed:.1f} % of packing for 0.6 nm ions")
fast = full_solution(ka, y_high, m, m / 5)["M"] / M_low - 1
print(f"co-ions five times faster, high root: mobility {fast*100:+.2f} %")
for f in (0.8, 1.2):
    lo = full_solution(f * ka, y_low, m, m)["M"] / M_low - 1
    hi = full_solution(f * ka, y_high, m, m)["M"] / M_low - 1
    print(f"radius x {f}: mobility low root {lo*100:+.1f} %, "
          f"high root {hi*100:+.1f} %")
phi = 1e-3
released = 3 * phi * charges[1] / (radius * sc.e * n_inf)
print(f"released counter-ions / salt at volume fraction {phi}: "
      f"{released*100:.2f} %")
print(f"field 10 V/cm: e E a/kT = {1e3*radius/VT:.4f}")
print("all assertions hold")
```

It prints:

```
temperature 298.15 K, thermal voltage 25.69 mV
relative permittivity 78.5, viscosity 0.89 mPa s
radius 150 nm, salt 1.0 mM, ion diffusivity 2.0e-05 cm2/s
Debye length 9.62 nm, ka = 15.59
ion drag m = 0.2578, alpha = 0.1944
mobility unit eps kT/(eta e) = 2.006 e-4 cm2/Vs
Henry factor at this ka 0.8740, full solver 0.8740
thin-layer limit at delta = 1 (M dimensionless):
 ka 100, y0 7.05: full 4.2279, formula 4.1903, rel. diff. 9.0e-03
 ka 1000, y0 11.60: full 6.4994, formula 6.4920, rel. diff. 1.1e-03
 ka 10000, y0 16.20: full 8.7957, formula 8.7946, rel. diff. 1.3e-04
ka 1000: doubling counter-ion drag changes M by -0.7455, co-ion drag by -0.0036
mobility in 1e-4 cm2/Vs: full | thin formula | relaxation off
 zeta  25 mV: 1.678 | 1.834 | 1.709
 zeta  50 mV: 3.181 | 3.321 | 3.432
 zeta  75 mV: 4.330 | 4.326 | 5.182
 zeta 100 mV: 4.996 | 4.814 | 6.964
 zeta 125 mV: 5.179 | 4.868 | 8.780
 zeta 150 mV: 5.014 | 4.646 | 10.627
 zeta 175 mV: 4.685 | 4.304 | 12.501
 zeta 200 mV: 4.332 | 3.951 | 14.396
 zeta 225 mV: 4.027 | 3.642 | 16.308
maximum, full: zeta 123.5 mV, mobility 5.179 e-4 cm2/Vs
maximum, thin formula: zeta 115.8 mV, mobility 4.889 e-4 cm2/Vs
thin-layer plateau 2 ln 2: 2.782 e-4 cm2/Vs
shared mobility 4.504 e-4 cm2/Vs: zeta 80.0 mV and 187.6 mV
Smoluchowski reading of that mobility 57.7 mV
low root: surface charge 0.87 uC/cm2, delta 0.728, current dipole 0.237
 counter-ion gradient factor: full 0.672, thin 0.579; thin field factor 0.789
 thin split: electro-osmotic 4.932, diffusio-osmotic -0.467 e-4 cm2/Vs
high root: surface charge 7.19 uC/cm2, delta 7.292, current dipole -0.266
 counter-ion gradient factor: full 0.135, thin 0.121; thin field factor 0.560
 thin split: electro-osmotic 8.209, diffusio-osmotic -4.087 e-4 cm2/Vs
current dipole of an uncharged insulator: 0.500
Stern conduction at half the diffuse-layer conduction: maximum at 120.7 mV, 4.743 e-4 cm2/Vs
 same Stern conduction, low root: mobility -5.9 %
 same Stern conduction, high root: mobility -7.1 %
wall counter-ions at high root 1.483 M, 19.3 % of packing for 0.6 nm ions
co-ions five times faster, high root: mobility +1.26 %
radius x 0.8: mobility low root -4.0 %, high root -4.0 %
radius x 1.2: mobility low root +3.3 %, high root +4.3 %
released counter-ions / salt at volume fraction 0.001: 1.49 %
field 10 V/cm: e E a/kT = 0.0058
all assertions hold
```
